# Loss of Single-Domain Polarization in Ferroelectric Films with Dead Layers

A ferroelectric whose bulk polarization is 40 μC/cm² is made into short-circuited capacitors with a non-ferroelectric layer 0.5 nm thick at each electrode. In the single-domain model treated here, a 50 nm film keeps 33.9 μC/cm², a 15 nm film keeps 9.7 μC/cm², and a 10 nm film keeps nothing. Dead layers with a total thickness of 1 nm thus remove the uniform polarization of a film ten times as thick. What sets this factor, and under what conditions does the loss occur?

## The model

The film has thickness $d$, which excludes the dead layers. These have total thickness $t$ and permittivity $\epsilon_i$. The $z$ axis is normal to the film, and polarization and fields are positive along $+z$. Four assumptions define the basic problem: the polarization $P$ is the same everywhere in the film (a single domain); the electrodes are ideal conductors joined by a wire; no free charge sits between film and dead layers; and the film has the Landau energy density

$$f(P)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4,\qquad \alpha>0,\quad \beta>0. \tag{1}$$

The quadratic term alone has no lower bound, so the quartic term is needed for a finite polarization to exist. Without a field, $f'(P)=-\alpha P+\beta P^3=0$ gives the bulk value $P_0=\sqrt{\alpha/\beta}$.

Equation (1) describes the polarization that orders. The remaining, linear response of the film is the background permittivity $\epsilon_b$, so the displacement in the film is $D=\epsilon_bE_f+P$. I keep $\epsilon_b$ at first, to see what its neglect costs.

## Fields and energy under short circuit

The wire holds the electrodes at equal potential, and without interface charge $D$ is continuous:

$$E_f d+E_i t=0,\qquad \epsilon_iE_i=\epsilon_bE_f+P. \tag{2}$$

The first relation gives $E_i=-E_fd/t$. Inserted in the second, it yields $-E_f(\epsilon_id/t+\epsilon_b)=P$, and therefore

$$E_f=-\frac{Pt}{\epsilon_id+\epsilon_bt},\qquad E_i=\frac{Pd}{\epsilon_id+\epsilon_bt}. \tag{3}$$

The field in the film opposes $P$. The electrode charge cannot fully cancel the effect of the polarization charge, because the dead layers separate the two.

At zero voltage, charge flows through the wire without any work by a source. The equilibrium state therefore minimizes the Landau energy plus the field energy. With $N=\epsilon_id+\epsilon_bt$, the field energy per area is

$$\frac{\epsilon_bdE_f^2}{2}+\frac{\epsilon_itE_i^2}{2}
=\frac{P^2}{2N^2}\left(\epsilon_bdt^2+\epsilon_itd^2\right)
=\frac{P^2td}{2N}. \tag{4}$$

The last step takes out the factor $td$, which leaves $\epsilon_bt+\epsilon_id=N$ in the bracket. Division by $d$ gives the total energy per film volume:

$$u(P)=-\frac{\alpha-\kappa}{2}P^2+\frac{\beta}{4}P^4,\qquad
\kappa=\frac{t}{\epsilon_id+\epsilon_bt}. \tag{5}$$

The dead layers add a positive stiffness $\kappa$ that competes with the negative stiffness $-\alpha$ of the ferroelectric.

## The threshold

The stationary states of (5) obey

$$u'(P)=P\left[\kappa-\alpha+\beta P^2\right]=0. \tag{6}$$

If $\kappa\geq\alpha$, the bracket vanishes for no nonzero $P$, and $P=0$ is the only equilibrium. If $\kappa<\alpha$, there are two further solutions, $P^2=(\alpha-\kappa)/\beta$. There $u''=\kappa-\alpha+3\beta P^2=2(\alpha-\kappa)>0$, so they are minima, while $u''(0)=\kappa-\alpha<0$ makes the unpolarized state unstable.

The condition $\kappa\geq\alpha$ reads $t/\alpha\geq\epsilon_id+\epsilon_bt$. Solved for $d$, it says that polarization is absent for

$$d\leq\frac{t}{\epsilon_i}\left(\frac1\alpha-\epsilon_b\right)
=\frac{t}{\alpha\epsilon_i}\,(1-\alpha\epsilon_b). \tag{7}$$

When $\alpha\epsilon_b\ll1$, the background can be dropped, and the threshold is

$$d_c=\frac{t}{\alpha\epsilon_i}. \tag{8}$$

The relative correction is $-\alpha\epsilon_b$. If instead $\alpha\epsilon_b\geq1$, the right side of (7) is not positive and this model has no threshold.

With $\epsilon_b=0$ we have $\kappa/\alpha=t/(\alpha\epsilon_id)=d_c/d$, so above the threshold

$$P=P_0\sqrt{1-\frac{d_c}{d}}. \tag{9}$$

The polarization goes to zero continuously. In thick films, expansion of the root gives $P\approx P_0(1-d_c/2d)$, so the loss then falls off only as $1/d$.

Neglect of the background also settles whether $P$ could vary through the thickness. With $\epsilon_b=0$ and no lateral variation, $D=P$ in the film, and $dD/dz=0$ forces $P$ to be uniform. Lateral variation is a different matter, taken up below.

## Numbers for a memory-type film

Take the round values $\alpha=2\times10^8$ m/F, $P_0=40$ μC/cm², $t=1$ nm and $\epsilon_i=40\epsilon_0$. Then $\alpha\epsilon_i=0.0708$, and

$$d_c=\frac{1\ \text{nm}}{0.0708}=14.1\ \text{nm}. \tag{10}$$

The whole stack is 15.1 nm thick at the threshold. The large ratio $d_c/t$ is $1/(\alpha\epsilon_i)$: the dead layer is electrically stiff compared with the ferroelectric instability, so a little of it outweighs much film.

For $d=50$ nm, (9) gives $P=40\sqrt{1-14.12/50}=33.9$ μC/cm². The dead-layer field is $E_i=P/\epsilon_i=9.57$ MV/cm, and the film field is $E_f=-E_it/d=-0.191$ MV/cm. For 15 nm the root is $\sqrt{1-14.12/15}=0.242$, which leaves 9.7 μC/cm². The 10 nm film lies below the threshold. Other thicknesses are listed in the numerical output.

A background of $\epsilon_b=10\epsilon_0$ gives $\alpha\epsilon_b=0.018$. The threshold moves from 14.12 to 13.87 nm, and the polarization of the 50 nm film rises by only 0.03 μC/cm². For these two quantities the neglect is justified. Close to the threshold it costs more: with this background the 15 nm film keeps 10.9 instead of 9.7 μC/cm².

## The loss is not a field-driven reversal

One might expect polarization to vanish when the depolarizing field exceeds the coercive field. The model behaves otherwise. With $x=d_c/d$ and $\epsilon_b=0$, (3) and (9) give

$$|E_f|=\frac{Pt}{\epsilon_id}=\alpha Px=\alpha P_0\,x\sqrt{1-x}. \tag{11}$$

The square of this is proportional to $x^2-x^3$, whose derivative $2x-3x^2$ vanishes at $x=2/3$. The field is therefore largest at $d=\tfrac32d_c$, where

$$|E_f|_{\max}=\frac{2}{3\sqrt3}\,\alpha P_0. \tag{12}$$

For uniform reversal of the bare ferroelectric, the equation of state is $E=-\alpha P+\beta P^3$. Its turning point, $dE/dP=0$, lies at $P=P_0/\sqrt3$, and the field there has magnitude $\frac{P_0}{\sqrt3}\left(\alpha-\frac{\alpha}{3}\right)=\frac{2}{3\sqrt3}\alpha P_0$. This intrinsic coercive field equals (12). The depolarizing field reaches it at one thickness and never exceeds it.

In the example the common value is 0.308 MV/cm, reached at 21.2 nm. Thinner films have a weaker field because they have less polarization: 0.183 MV/cm at 15 nm. They have $P<P_0/\sqrt3$, where $dE/dP<0$ and the bare material at fixed field would be unstable. The dead layers stabilize this branch against uniform changes of $P$, as $u''>0$ showed. They do not guarantee stability against domains.

## When the transition is discontinuous

The sign of the quartic term matters. Consider

$$f(P)=-\frac{\alpha}{2}P^2-\frac b4P^4+\frac c6P^6,\qquad b,c>0, \tag{13}$$

again with $\epsilon_b=0$. For $\kappa>\alpha$ put $a=\kappa-\alpha$ and $y=P^2$. The total energy relative to the unpolarized state is

$$u=y\left(\frac a2-\frac{by}{4}+\frac{cy^2}{6}\right). \tag{14}$$

The bracket is smallest where $-b/4+cy/3=0$, at $y=3b/(4c)$. Its value there is $a/2-3b^2/(16c)+3b^2/(32c)=a/2-3b^2/(32c)$. A polarized state thus has the lower energy as long as $a<3b^2/(16c)$. Since $\kappa=\alpha d_c/d$, the two states have equal energy at

$$d_{\text{loss}}=\frac{d_c}{1+3b^2/(16\alpha c)}. \tag{15}$$

For $b^2=\alpha c$ this is $0.842\,d_c$, and a metastable polarized state survives down to $0.8\,d_c$. Equation (8) then marks the thickness below which the unpolarized state becomes locally stable, while the polarized state remains the lowest down to (15). The claim that polarization is lost below $d_c$ therefore requires a continuous transition.

## Charge at the interfaces

Suppose that a fixed free charge $-\sigma$ per area sits at the interface toward which $P$ points, and $+\sigma$ at the other. Gauss's law becomes $\epsilon_iE_i=P-\sigma$ for $\epsilon_b=0$, so $P$ is replaced by $P-\sigma$ in the field energy:

$$u=-\frac\alpha2P^2+\frac\beta4P^4+\frac\kappa2(P-\sigma)^2. \tag{16}$$

If $\sigma=P_0$, the Landau part and the last term both have their least value at $P=P_0$. The bulk polarization then survives at any thickness; the 10 nm film keeps 40 μC/cm². Such charge thus removes the threshold for this sign of $P$, and whether it can get there is decisive.

A memory also needs the reversed state. For $\sigma=P_0$, $u'=(P-P_0)[\beta P(P+P_0)+\kappa]$, and the bracket has two distinct real roots only if $\kappa<\alpha/4$. With the charge fixed, the reversed state therefore exists only for $d>4d_c$, which is 56 nm in the example.

In the example the dead layers would find it hard to keep charge out. From (9), their field is $(P_0/\epsilon_i)\sqrt{1-d_c/d}$. If they break down at $E_{\text{bd}}$, with $\epsilon_iE_{\text{bd}}<P_0$, squaring and solving for $d$ gives the thickness above which the field is too large:

$$d_{\text{bd}}=\frac{d_c}{1-(\epsilon_iE_{\text{bd}}/P_0)^2}. \tag{17}$$

For an assumed $E_{\text{bd}}=5$ MV/cm this is 17.6 nm. Between 14.1 and 17.6 nm the charge-free polarized state has a layer field below the assumed limit. In thicker films the field exceeds it, and at 50 nm it is almost twice as large.

Tunnelling points the same way. In the 50 nm film, each layer of width $w=t/2$ carries $V=E_iw=0.478$ V. For an electron whose energy of motion along $z$ lies $\varepsilon$ below the Fermi level, a barrier of height $\Phi$ gives the WKB transmission

$$\mathcal T(\varepsilon)=\exp\left[-\frac2\hbar\int_0^w\sqrt{2m(\Phi+\varepsilon-eE_ix)}\,dx\right]. \tag{18}$$

The incident flux per unit normal energy is $1/h$ for each transverse state, and there are $4\pi m/h^2$ transverse states per area and energy, spin included. At low temperature, the electrons that can find an empty final state have total energy within $eV$ of the Fermi level. This leaves a transverse energy range $\min(\varepsilon,eV)$, so

$$J=\frac{4\pi me}{h^3}\int_0^{\varepsilon_F}\mathcal T(\varepsilon)\min(\varepsilon,eV)\,d\varepsilon. \tag{19}$$

With $\Phi=1$ eV, $\varepsilon_F=5$ eV and the free-electron mass, the transmission at the Fermi level is about 1%, and $J$ is about $2\times10^7$ A/cm². At this initial rate, a charge equal to $P$ would arrive in about $10^{-12}$ s. The WKB form leaves out a prefactor, which matters for so thin a barrier: with the same free-electron metal on the far side, the exact transmission at the Fermi level is 2% and $J$ is about $6\times10^7$ A/cm². The estimate also assumes empty interface states at every required energy; real trapping can be far slower. It shows that the barrier itself, at these values, does not isolate the interface.

## Electrodes that screen imperfectly

In a real metal, the screening charge is spread over a length $\lambda$. The field at the metal surface is $D/\epsilon_e$, with $\epsilon_e$ the permittivity of the metal's bound charges, and it decays as $e^{-s/\lambda}$ with depth $s$. Each electrode thus adds a voltage $D\lambda/\epsilon_e$, and (2) becomes

$$E_fd+DS=0,\qquad S=\frac{t}{\epsilon_i}+\frac{2\lambda}{\epsilon_e}. \tag{20}$$

With $D=\epsilon_bE_f+P$ this gives $E_f=-SP/(d+\epsilon_bS)$. At the threshold, the linear equation of state $E_f=-\alpha P$ must also hold, so $S=\alpha(d+\epsilon_bS)$, or

$$d=S\left(\frac1\alpha-\epsilon_b\right). \tag{21}$$

For $\lambda=0.05$ nm and $\epsilon_e=8\epsilon_0$, the two parts of $\epsilon_0S$ are $1/40=0.025$ nm and $0.10/8=0.0125$ nm. The electrodes contribute half as much to $S$ as the dead layers do, and the threshold rises from 13.9 to 20.8 nm. This is a much larger change than the one due to the background.

## Stripe domains

Domains of alternating sign reduce the depolarizing energy, at the price of lateral gradients. Let $P$ vary as $\cos kx$, and add $\tfrac g2(\partial_xP)^2$ to the energy density. For small $P$ the equation of state is $E_z=-(\alpha-gk^2)P\equiv-AP$. Hence

$$D_z=\epsilon_bE_z+P=-\epsilon_nE_z,\qquad \epsilon_n=\frac1A-\epsilon_b, \tag{22}$$

and I consider wavevectors for which $A$ and $\epsilon_n$ are positive. The lateral response is $D_x=\epsilon_xE_x$.

Write the potential as $\phi(z)\cos kx$, with $z=0$ at mid-film. Then $D_z=\epsilon_n\phi'\cos kx$ and $D_x=\epsilon_xk\phi\sin kx$, and $\nabla\cdot\mathbf D=0$ gives $\epsilon_n\phi''+\epsilon_xk^2\phi=0$. The solution with $P$ even in $z$ is

$$\phi=F\sin qz,\qquad q=k\sqrt{\epsilon_x/\epsilon_n}. \tag{23}$$

In the upper dead layer $\phi''=k^2\phi$, and $\phi$ vanishes at the electrode, so $\phi=G\sinh[k(\tfrac d2+\tfrac t2-z)]$. Continuity of $\phi$ and $D_z$ at $z=d/2$ requires

$$F\sin\frac{qd}2=G\sinh\frac{kt}2,\qquad
\epsilon_nqF\cos\frac{qd}2=\epsilon_ikG\cosh\frac{kt}2. \tag{24}$$

Dividing the first by the second and taking the smallest positive root, we find the thickness at which the unpolarized film becomes unstable to this stripe pattern:

$$d(k)=\frac2q\arctan\left[\frac{\epsilon_nq}{\epsilon_ik}\tanh\frac{kt}2\right]. \tag{25}$$

As $k\to0$, both functions can be replaced by their arguments, and $d(k)\to\epsilon_nt/\epsilon_i$, which is (7).

With $g=10^{-10}$ m³/F and $\epsilon_x=300\epsilon_0$, the least value of (25) is 5.5 nm, at a period of 6.7 nm. Gradients of $P$ along $z$ were left out; with the same coefficient $g$ and $\partial_zP=0$ at the film surfaces, they raise the stripe onset to 5.9 nm. Between 5.9 and 13.9 nm, then, the unpolarized state resists uniform polarization but not stripes. Local polarization can thus persist in films too thin for a single domain.

The polarized single domain can break up as well. For small changes about its equilibrium $P$, the stiffness $-\alpha$ is replaced by $f''(P)=-\alpha+3\beta P^2=2\alpha-3\kappa$. Just above $d_c$ this is still close to $-\alpha$, so the film remains unstable to stripes. With the values used here, the instability ends only at about 18 nm, and fully developed stripes have lower energy than the single domain well beyond that. At 50 nm the energy per film volume is $-0.146\,\alpha P_0^2$ for stripes of period near 40 nm, against $-0.129\,\alpha P_0^2$ for the single domain, and at 100 nm stripes are still slightly lower. The threshold $d_c$ and the 9.7 μC/cm² of the 15 nm film therefore apply only if domains are prevented from forming, and the 33.9 μC/cm² of the 50 nm film belongs to a metastable state.

## Temperature and real capacitors

If $\alpha$ is proportional to $T_0-T$ while $t$ and $\epsilon_i$ stay fixed, (8) gives $d_c\propto1/(T_0-T)$. For $T_0=670$ K, heating from 300 to 358 K raises the threshold from 14.1 nm to $14.12\times370/312=16.7$ nm. A 15 nm film in which domains are prevented is then polarized at the lower temperature and unpolarized at the higher one.

The chosen values lie roughly in the regime of lead zirconate titanate memory capacitors, where films of order 100 nm and polarizations of some tens of μC/cm² are typical. The dead-layer thickness and permittivity are rough assumptions, and both depend on the electrode and the processing. The layer field of about 10 MV/cm in the thicker model films is above what thick films of an insulator of this permittivity usually hold. Layers 0.5 nm thick, about one perovskite cell, carry only about 0.5 V, so a breakdown field and a permittivity are rough notions for them, and direct tunnelling is the more relevant leak. If a real device contains dead layers like these, the assumption of charge-free interfaces is therefore likely to fail. Fixed charge removes the threshold for one sign of $P$ even if it compensates only part of $P_0$: for any nonzero $\sigma$, (16) contains a term linear in $P$, so $P=0$ is no longer a stationary state. With $\sigma=P_0/2$, the 10 nm film keeps 29.5 μC/cm². Real films also usually reverse by nucleation and wall motion, so the intrinsic coercive field is not a prediction of the measured one. For design, a smaller $t/\epsilon_i$ lowers the single-domain threshold at fixed $\alpha$ if the interfaces are free of charge. This holds for a discontinuous transition too, since (15) is proportional to $d_c$. By (21), a given reduction of $t/\epsilon_i$ lowers the threshold by the same number of nanometres whatever the electrodes contribute. Relative to the whole threshold, however, the gain is small if electrode screening dominates $S$.

## Values computed for the example and the checks

```
INPUTS (round model values)
alpha = 2.0e+08 m/F
beta = 1.250e+09 m^5/(F C^2)
bulk polarization P0 = 40.0 uC/cm2
total dead-layer thickness t = 1.00 nm
dead-layer relative permittivity = 40
background relative permittivity = 10
THRESHOLD
alpha*eps_i = 0.07083 (dimensionless)
d_c, background neglected = 14.12 nm
whole stack at threshold d_c + t = 15.12 nm
intrinsic coercive field = 0.308 MV/cm
thickness of peak film field = 21.18 nm
FILMS: d (nm), P (uC/cm2), E_f (MV/cm), E_i (MV/cm)
   100    37.07    -0.105    10.47
    50    33.89    -0.191     9.57
    20    21.69    -0.306     6.13
    15     9.70    -0.183     2.74
    10     0.00     0.000     0.00
LIMITS OF THE CLAIM
alpha*eps_b = 0.0177 (dimensionless)
d_c with background = 13.87 nm
50 nm film, P with background = 33.92 uC/cm2
discontinuous case b^2=alpha*c: d_loss/d_c = 0.8421
10 nm film, sigma=P0: P = 40.00 uC/cm2
ELECTRODE SCREENING (background included)
screening length = 0.050 nm
electrode relative permittivity = 8
d_c with screening = 20.80 nm
STRIPE DOMAINS (background included)
gradient coefficient g = 1.0e-10 m^3/F
lateral relative permittivity = 300
stripe onset thickness = 5.47 nm
stripe period at onset = 6.66 nm
TEMPERATURE (background neglected)
T = 300 K, hot T = 358 K, T0 = 670 K
d_c at hot T = 16.74 nm
BREAKDOWN AND TUNNELLING (background neglected)
assumed breakdown field = 5.0 MV/cm
layer field exceeds it above d = 17.56 nm
50 nm film: voltage on one layer = 0.478 V
barrier = 1.0 eV, Fermi energy = 5.0 eV
tunnelling mass = free-electron mass
WKB transmission at Fermi level = 1.2e-02
initial tunnelling current = 2e+07 A/cm2
time to deliver charge P = 1e-12 s
```
